# Electrostatic interaction of two frozen hydrogen 1s atoms, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one neutral atom to two overlapping atoms

### The decision that hangs on the result

A calculation of an atomic collision needs an energy for every separation of the two nuclei. For close encounters one must decide how to get it. The cheap way is to place two undistorted atomic charge densities on top of each other and add up the Coulomb energies. The expensive way is to solve for the electrons again at each separation. The choice affects how near the nuclei come and, unless they meet head-on, how strongly they are deflected and how much energy is handed over.

For two hydrogen atoms the cheap way can be carried through in closed form. Its result is

$$E(R)=e^{-2R}\left(\frac1R+\frac58-\frac{3R}{4}-\frac{R^2}{6}\right), \qquad (1)$$

where $R$ is the distance between the nuclei. This half derives (1). The second half puts it to work in a collision and compares it with energies in which the electrons are free to respond.

### What is held fixed, and the units

The nuclei are point charges at rest. "Frozen" means that each electron cloud keeps the density of an isolated hydrogen atom in its ground state, centred on its own nucleus, whatever the other atom does.

Lengths are in bohr and energies in hartree. The electron mass, the elementary charge $e$, $\hbar$ and $4\pi\varepsilon_0$ then all equal one, and two unit charges at distance $r$ have energy $\pm1/r$. One bohr is 0.052918 nm and one hartree is 27.2114 eV.

The 1s orbital is $\psi(r)=e^{-r}/\sqrt\pi$, so the number density of the electron is

$$\rho(r)=\frac{e^{-2r}}{\pi}. \qquad (2)$$

It is normalized, because $\int_0^\infty 4\pi r^2\rho\,dr=4\int_0^\infty r^2e^{-2r}dr=4\cdot 2/2^3=1$. The charge density of the cloud is $-\rho$, since the electron is negative.

### Simple case: a bare proton near one atom

Start with one atom, A, and a bare proton at distance $r$ from its nucleus. The proton has unit positive charge, so its energy equals the electrostatic potential $\varphi(r)$ of the whole atom.

The nucleus contributes $1/r$. The cloud is a set of thin spherical shells, and a shell of radius $s$ and thickness $ds$ holds the charge $-4\pi s^2\rho(s)\,ds=-4s^2e^{-2s}ds$. By Gauss's law, a shell with $s<r$ acts at $r$ as if its charge sat at the centre. A shell with $s>r$ produces no field at $r$, and its potential there is the constant value it has on its own surface, charge divided by $s$. Therefore

$$\varphi(r)=\frac1r-\frac1r\int_0^r4s^2e^{-2s}ds-\int_r^\infty4s\,e^{-2s}ds. \qquad (3)$$

Because the cloud has unit total charge, $1-\int_0^r4s^2e^{-2s}ds=\int_r^\infty4s^2e^{-2s}ds$. The first two terms of (3) combine, and

$$\varphi(r)=\frac1r\int_r^\infty4s^2e^{-2s}ds-\int_r^\infty4s\,e^{-2s}ds. \qquad (4)$$

Integration by parts gives the two integrals. For the second,

$$\int_r^\infty4s\,e^{-2s}ds=2r\,e^{-2r}+\int_r^\infty2e^{-2s}ds=(2r+1)e^{-2r}.$$

For the first, one integration by parts leads back to the second:

$$\int_r^\infty4s^2e^{-2s}ds=2r^2e^{-2r}+\int_r^\infty4s\,e^{-2s}ds=(2r^2+2r+1)e^{-2r}.$$

Insert both in (4):

$$\varphi(r)=e^{-2r}\left(2r+2+\frac1r-2r-1\right)=e^{-2r}\left(1+\frac1r\right). \qquad (5)$$

**Limits.** For small $r$, $e^{-2r}\simeq1-2r$, and (5) becomes $1/r+1-2+\dots=1/r-1$. The $1/r$ is the unscreened nucleus. The $-1$ should be the potential at the centre of the cloud, which (3) gives directly as $-\int_0^\infty4s\,e^{-2s}ds=-4/2^2=-1$. The two agree. For large $r$ the potential dies off as $e^{-2r}$. There is no $1/r$ tail because the atom is neutral, and no multipole tail because it is spherical.

Direct numerical integration of (3) at $r=0.2$, 0.9 and 2.5 agrees with (5) to within $10^{-8}$ hartree per unit charge.

The simple case already shows what is at stake. A proton outside the cloud feels almost nothing. A proton deep inside has the energy it would have near the bare nucleus, less a nearly constant amount.

### Generalization: give the proton its own electron

Now let the proton be the nucleus of a second atom, B, with its own cloud. Let $r_A$ and $r_B$ be the distances of a point in space from the two nuclei. The interaction energy is the charge distribution of B placed in the potential of A. The nucleus of B contributes $+\varphi(R)$. The cloud of B has charge density $-\rho(r_B)$ and contributes with a minus sign:

$$E(R)=\varphi(R)-M(R),\qquad M(R)=\int\rho(r_B)\,\varphi(r_A)\,d^3r. \qquad (6)$$

The internal energies of the atoms do not appear. They are the same at every $R$, because the atoms are frozen, and they cancel when the energy is measured from infinite separation.

Equation (6) is classical, but it also has a quantum meaning. Put electron 1 on atom A and electron 2 on atom B in the simple product $\psi(r_{1A})\psi(r_{2B})$. The full Hamiltonian is the sum of two isolated-atom Hamiltonians and

$$V=\frac1R-\frac1{r_{1B}}-\frac1{r_{2A}}+\frac1{r_{12}}.$$

The product is an eigenstate of the isolated-atom part, with energy $-\tfrac12-\tfrac12=-1$. The interaction energy of the product state is then the expectation value of $V$, and this is the Coulomb energy of the two charge distributions. The product ignores the requirement that the wave function of two electrons be antisymmetric. Exchange and Pauli repulsion are therefore missing from (1), along with every distortion of the clouds.

It is useful to see the separate Coulomb terms. Let $u(r)=1/r-\varphi(r)$, which is the potential of one cloud with its sign reversed. Each nucleus attracts the other atom's cloud with energy $-u(R)$. The repulsion $J$ between the clouds is

$$J=\int\rho(r_B)\,u(r_A)\,d^3r=\int\frac{\rho(r_B)}{r_A}d^3r-M=u(R)-M. \qquad (7)$$

The last step holds because $\int\rho(r_B)/r_A\,d^3r$ is the sign-reversed potential of cloud B at nucleus A, which by symmetry is $u(R)$. The sum is $1/R-2u+(u-M)=\varphi-M$, in agreement with (6). The grouping in (6) has the advantage that both of its terms are short-ranged, so no large quantities have to cancel at large $R$.

### Coordinates that suit two centres

The integrand of $M$ depends on the distances $r_A$ and $r_B$ alone. We need the volume element in these variables. Start with spherical coordinates about nucleus A, with the polar axis along the line to B:

$$d^3r=r_A^2\sin\theta\,dr_A\,d\theta\,d\chi,$$

where $\chi$ is the angle around the axis. The cosine rule gives

$$r_B^2=r_A^2+R^2-2r_AR\cos\theta .$$

At fixed $r_A$, differentiation gives $2r_B\,dr_B=2r_AR\sin\theta\,d\theta$, so $\sin\theta\,d\theta=r_B\,dr_B/(r_AR)$. Hence

$$d^3r=\frac{r_Ar_B}{R}\,dr_A\,dr_B\,d\chi. \qquad (8)$$

The product of the two exponentials is $e^{-2(r_A+r_B)}$, which depends on the sum of the distances alone. This suggests

$$\xi=\frac{r_A+r_B}{R},\quad \eta=\frac{r_A-r_B}{R},\quad r_A=\frac R2(\xi+\eta),\quad r_B=\frac R2(\xi-\eta). \qquad (9)$$

The determinant of the change of variables is

$$\frac{\partial r_A}{\partial\xi}\frac{\partial r_B}{\partial\eta}-\frac{\partial r_A}{\partial\eta}\frac{\partial r_B}{\partial\xi}=\frac R2\left(-\frac R2\right)-\frac R2\cdot\frac R2=-\frac{R^2}{2}.$$

A volume element takes its absolute value, so (8) becomes

$$d^3r=\frac R2\,r_Ar_B\,d\xi\,d\eta\,d\chi. \qquad (10)$$

The limits follow from the triangle whose corners are the two nuclei and the point. Two sides together are at least as long as the third, so $r_A+r_B\ge R$ and $|r_A-r_B|\le R$. Thus $\xi$ runs from 1 to infinity, $\eta$ from $-1$ to 1, and $\chi$ from 0 to $2\pi$.

### The overlap integral

Insert (2), (5) and (10) in the definition of $M$:

$$M=\int\frac{e^{-2r_B}}{\pi}\,e^{-2r_A}\left(1+\frac1{r_A}\right)\frac R2\,r_Ar_B\,d\xi\,d\eta\,d\chi .$$

The angle $\chi$ gives $2\pi$, and the prefactor becomes $(1/\pi)(2\pi)(R/2)=R$. The factor $r_A$ of the volume element cancels the singularity at nucleus A:

$$M=R\int_1^\infty d\xi\,e^{-2R\xi}\int_{-1}^1d\eta\,\left(r_Ar_B+r_B\right). \qquad (11)$$

From (9), $r_Ar_B=R^2(\xi^2-\eta^2)/4$. The two $\eta$ integrals are

$$\frac{R^2}{4}\int_{-1}^1(\xi^2-\eta^2)\,d\eta=\frac{R^2}{4}\left(2\xi^2-\frac23\right)=\frac{R^2\xi^2}{2}-\frac{R^2}{6},$$

$$\frac R2\int_{-1}^1(\xi-\eta)\,d\eta=R\xi .$$

A single integral is left:

$$M=R\int_1^\infty\left(\frac{R^2\xi^2}{2}+R\xi-\frac{R^2}{6}\right)e^{-2R\xi}\,d\xi. \qquad (12)$$

Define $A_n=\int_1^\infty\xi^ne^{-2R\xi}d\xi$. Integration by parts gives $A_n=e^{-2R}/(2R)+(n/2R)A_{n-1}$ for $n\ge1$, so that

$$A_0=\frac{e^{-2R}}{2R},\qquad A_1=e^{-2R}\left(\frac1{2R}+\frac1{4R^2}\right),$$

$$A_2=\frac{e^{-2R}}{2R}+\frac1RA_1=e^{-2R}\left(\frac1{2R}+\frac1{2R^2}+\frac1{4R^3}\right).$$

The three terms in (12), each divided by the common factor $e^{-2R}$ and before multiplication by the outer $R$, are

$$\frac{R^2}{2}A_2\to\frac R4+\frac14+\frac1{8R},\qquad RA_1\to\frac12+\frac1{4R},\qquad -\frac{R^2}{6}A_0\to-\frac R{12}.$$

Their sum is $R/6+3/4+3/(8R)$. Multiplication by $R$ gives

$$M(R)=e^{-2R}\left(\frac38+\frac{3R}{4}+\frac{R^2}{6}\right). \qquad (13)$$

**Limit.** At $R=0$ the two centres coincide, and $M$ can be found without the special coordinates:

$$M(0)=\int_0^\infty4r^2e^{-4r}\left(1+\frac1r\right)dr=4\left(\frac2{4^3}+\frac1{4^2}\right)=4\cdot\frac3{32}=\frac38 .$$

This agrees with (13). Equation (7) then gives the repulsion of two coincident 1s clouds as $J(0)=u(0)-M(0)=1-3/8=5/8$, where $u(0)=1$ is the limit found below (5).

For separations other than zero, $M$ was integrated numerically in ordinary spherical coordinates about A, without use of (8) to (12). At $R=0.3$, 0.8, 1.5 and 3.0 bohr the largest difference from (13) was $1.1\times10^{-15}$ hartree.

### The interaction

Subtract (13) from $\varphi(R)$, equation (5):

$$E(R)=e^{-2R}\left(1+\frac1R-\frac38-\frac{3R}{4}-\frac{R^2}{6}\right).$$

Since $1-3/8=5/8$, this is (1). The term $1/R$ and a unit constant come from nucleus B in the potential of atom A. The constant $-3/8$ and the two terms that grow with $R$ come from cloud B in the same potential.

The exponential in front of every term expresses one fact. Two neutral spherical charge distributions interact electrostatically by penetrating each other. At distances where the densities are negligible there is nothing left in this model. The real long-range attraction between atoms needs correlated motion of the electrons, which frozen clouds cannot have.

## Second half: limits, a collision, and what frozen clouds leave out

### Symbols and results carried over

Two hydrogen atoms with undistorted 1s clouds have their nuclei a distance $R$ apart. Lengths are in bohr (0.052918 nm) and energies in hartree (27.2114 eV). The electron density of each atom is $\rho(r)=e^{-2r}/\pi$, and the potential of a whole atom is $\varphi(r)=e^{-2r}(1+1/r)$. The overlap term $M(R)=e^{-2R}(3/8+3R/4+R^2/6)$ is the average of atom A's potential over cloud B. The interaction is

$$E(R)=\varphi(R)-M(R)=e^{-2R}\left(\frac1R+\frac58-\frac{3R}{4}-\frac{R^2}{6}\right). \qquad (14)$$

### The force

Write $E=e^{-2R}P(R)$, with $P$ the bracket in (14). The force along the line of centres, positive when it pushes the nuclei apart, is

$$F=-\frac{dE}{dR}=e^{-2R}(2P-P'),\qquad P'=-\frac1{R^2}-\frac34-\frac R3 .$$

Here $2P=2/R+5/4-3R/2-R^2/3$. The constants add to $5/4+3/4=2$, and the linear terms to $-3R/2+R/3=-7R/6$. Hence

$$F(R)=e^{-2R}\left(\frac1{R^2}+\frac2R+2-\frac{7R}{6}-\frac{R^2}{3}\right). \qquad (15)$$

### Limit of small separation

Expand $e^{-2R}=1-2R+2R^2-\tfrac43R^3+\dots$ and collect powers in (14):

- constant: $-2+\tfrac58=-\tfrac{11}8$;
- order $R$: $2-\tfrac54-\tfrac34=0$;
- order $R^2$: $-\tfrac43+\tfrac54+\tfrac32-\tfrac16=\tfrac54$.

$$E(R)=\frac1R-\frac{11}8+\frac54R^2+\dots \qquad (16)$$

The leading term is the repulsion of two bare protons. The constant is a sum of known pieces. Each nucleus sits at the centre of the other atom's cloud and gains $-1$, and the two clouds repel by $5/8$, which makes $-2+5/8=-11/8$. At close range the electrons lower the energy by a nearly constant amount and have little effect on the force.

### Where the energy changes sign

Since $P'$ is negative for every $R>0$, $P$ falls steadily from $+\infty$ to $-\infty$ and has one zero. It lies at 1.378 bohr. The bracket in (15) falls steadily as well, because each of its $R$-dependent terms does, so $E$ has one stationary point. This is a minimum at 1.872 bohr (0.0991 nm), with a depth of 0.534 eV.

Why should two neutral, frozen atoms attract at all? Poisson's equation gives $\nabla^2\varphi=+4\pi\rho$ away from nucleus A, since the charge there is negative. A function with positive Laplacian has a mean over a sphere that is larger than its value at the centre. Cut cloud B into spherical shells about nucleus B. On every shell that does not enclose nucleus A, the mean of $\varphi$ exceeds $\varphi(R)$. The negative cloud therefore gains more energy than the positive nucleus B loses. Shells that do enclose nucleus A can act the other way, and they carry more of the cloud as $R$ shrinks. This fits the change of sign.

For very large $R$ the last term of (14) dominates and $E\to-\tfrac16R^2e^{-2R}$. This form is approached slowly. At $R=3$ the bracket is $-2.79$ while its last term is $-1.5$.

The interaction energy of two frozen hydrogen atoms now has a closed form, with its force, its small-separation limit and a shallow minimum at 1.872 bohr. What remains is to check it by an independent route, use it in a head-on collision, and compare it with energies that include exchange and responding electrons.
